# Resta's Thomas-Fermi model of dielectric screening, applied to silicon

A static point charge in a metal is completely screened by the electrons around it. In a semiconductor without free carriers the screening is incomplete: far from a charge \(Z\), the field is that of a charge \(Z/\varepsilon_0\), where \(\varepsilon_0=\varepsilon(0)>1\) is the static dielectric constant. Carriers from doping or thermal excitation screen this remaining field beyond the Debye length (about 13 nm in silicon at 300 K with \(10^{17}\) carriers per cm³); they are left out here. The ions are held fixed, so \(\varepsilon_0\) means the electronic dielectric constant; in a polar crystal the measured static value also contains an ionic part that the model does not describe. This problem builds Resta's model, which joins a Thomas-Fermi electron gas near the charge to a uniform dielectric farther away.

Rydberg atomic units are used: \(\hbar=1\), \(2m=1\), \(e^2=2\), with lengths in bohr and energies in rydberg (Ry). An electron of wave number \(k\) has kinetic energy \(k^2\), and its potential energy at distance \(r\) from a bare charge \(+Z\) is \(-2Z/r\).

The crystal is replaced by an isotropic medium. Its valence electrons have uniform density \(n_0\), neutralized by a rigid positive background. The test charge changes the density to \(n(r)\), and \(v(r)\) is the electrostatic potential energy of an electron due to the test charge and the density change together. Exchange and correlation are neglected. The model makes these assumptions:

- Inside a sphere of radius \(R\) around the charge, the electrons respond locally, as in Thomas-Fermi theory.
- At \(r=R\) and beyond, the density is \(n_0\).
- Outside the sphere, \(v(r)=-2Z/(\varepsilon_0 r)\).
- There is no surface charge at \(r=R\).

The second and third assumptions agree with each other. In a uniform dielectric the polarization is proportional to the field, here to \(\hat{\mathbf r}/r^2\). This has zero divergence for \(r>0\), so no charge density is induced outside the sphere.

## (a) Density and potential

**Find the density inside the sphere as a function of \(v(r)\), and fix the chemical potential.**

**Solution.** In a cube of side \(L\) with periodic boundary conditions, the allowed wave vectors have spacing \(2\pi/L\) in each direction. Filling all states up to \(k_F\), with two spins per wave vector, gives

\[
N=2\,\frac{4\pi k_F^3/3}{(2\pi/L)^3}=\frac{L^3k_F^3}{3\pi^2},
\qquad n_0=\frac{k_F^3}{3\pi^2}.
\]

The unperturbed Fermi energy is \(E_F=k_F^2\). Thomas-Fermi theory applies the same count at each point, with a local Fermi wave number \(k_F(r)\). In equilibrium the highest occupied energy \(\mu\) is the same throughout the sphere:

\[
k_F(r)^2+v(r)=\mu .
\]

At the boundary \(n(R)=n_0\), so \(k_F(R)^2=E_F\) and \(\mu=E_F+v(R)\). Hence

\[
n(r)=\frac{[E_F+v(R)-v(r)]^{3/2}}{3\pi^2}
=n_0\left[1+\frac{v(R)-v(r)}{E_F}\right]^{3/2},
\]

where the last form uses \(E_F^{3/2}=k_F^3=3\pi^2n_0\).

In a metal the local relation holds out to infinity, where \(v\) vanishes, so \(\mu=E_F\). Here \(\mu\) is shifted by \(v(R)\), and the local relation stops at \(R\): if it were continued outward, the slowly varying tail of \(v\) would change the density. A medium with an energy gap polarizes in such a tail but does not accumulate charge. The sharp radius is the model's substitute for a calculation with the gap.

## (b) The linear equation

**Derive the equation for \(v\) inside the sphere to first order in \(Z\). Where does the expansion fail?**

**Solution.** Let \(\delta n=n-n_0\). The extra electrons repel an electron with potential energy \(\int 2\,\delta n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'\). Since \(\nabla^2(1/r)=-4\pi\delta(\mathbf r)\),

\[
\nabla^2v=8\pi Z\,\delta(\mathbf r)-8\pi\,\delta n .
\]

The first sign comes from attraction to the test charge, the second from repulsion by the extra electrons. Expanding the density of part (a) with \((1+y)^{3/2}\approx1+\tfrac32y\) gives

\[
\delta n\approx\frac{3n_0}{2E_F}\,[v(R)-v(r)] .
\]

For \(0<r<R\), therefore,

\[
\nabla^2v=q^2[v-v(R)],\qquad
q^2=\frac{12\pi n_0}{E_F}=\frac{12\pi}{k_F^2}\,\frac{k_F^3}{3\pi^2}=\frac{4k_F}{\pi}.
\]

The length \(1/q\) is the Thomas-Fermi screening length.

The expansion requires \(|v(R)-v|\ll E_F\). At distances much less than \(1/q\), \(v\approx-2Z/r\). For a weak charge, with \(r_c=2Z/E_F\) much less than \(1/q\), the expansion therefore fails for \(r\lesssim r_c\), however small \(Z\) is. In this region \(\delta n\) is of order \(n_0r_c/r\) in the linear form and \(n_0(r_c/r)^{3/2}\) in the full form. Integrated over the volume up to \(r_c\), both give a number of electrons of order \(n_0r_c^3\propto Z^3\). As a fraction of \(Z\) this vanishes when \(Z\to0\). Outside \(r_c\) the first neglected term of the expansion is of order \(n_0(r_c/r)^2\). Integrated out to distances of order \(1/q\), it gives a number of electrons of order \(n_0r_c^2/q\propto Z^2\). This is the leading error, and as a fraction of \(Z\) it also vanishes. The linear equation therefore gives the correct first-order response of the model.

## (c) The potential inside

**Solve the linear equation for \(0<r<R\).**

**Solution.** Define \(u(r)=r[v(R)-v(r)]\), so that \(v=v(R)-u/r\). For a spherical function \(f\), \(\nabla^2f=(rf)''/r\), and therefore \(\nabla^2v=-u''/r\). The right-hand side of the linear equation is \(-q^2u/r\). Thus

\[
u''=q^2u .
\]

Near the origin \(v\) equals \(-2Z/r\) plus a finite contribution from the induced electrons. Multiplication by \(r\) removes the finite parts, so \(u(0)=2Z\). At the boundary \(u(R)=0\) by definition. The general solution is

\[
u=A\sinh q(R-r)+B\cosh q(R-r).
\]

The condition at \(R\) gives \(B=0\), and the condition at the origin gives \(A=2Z/\sinh qR\). The potential energy is

\[
v(r)=v(R)-\frac{2Z}{r}\,\frac{\sinh q(R-r)}{\sinh qR}.
\]

## (d) The screening radius

**Join this solution to the outer potential. What fixes \(R\), and is it unique?**

**Solution.** Continuity of the potential gives \(v(R)=-2Z/(\varepsilon_0R)\). With no surface charge, \(dv/dr\) is also continuous. On the inner side,

\[
\frac{dv}{dr}=-\frac{u'}{r}+\frac{u}{r^2},\qquad
u(R)=0,\qquad u'(R)=-\frac{2Zq}{\sinh qR},
\]

because \(\cosh0=1\). On the outer side the derivative of \(-2Z/(\varepsilon_0r)\) is \(2Z/(\varepsilon_0r^2)\). Equating the two at \(R\),

\[
\frac{2Zq}{R\sinh qR}=\frac{2Z}{\varepsilon_0R^2}
\quad\Longrightarrow\quad
\boxed{\frac{\sinh qR}{qR}=\varepsilon_0 } .
\]

The charge has cancelled, so in linear response \(R\) is a property of the medium. The series \(\sinh x/x=1+x^2/6+x^4/120+\cdots\) has positive coefficients. The function therefore rises steadily from 1 to infinity for \(x>0\), and each \(\varepsilon_0>1\) gives one radius.

The dielectric constant is an input here. The density gives \(q\), and \(\varepsilon_0\) then determines \(R\); the model does not predict \(\varepsilon_0\).

## (e) Screening in real space

**Write \(v(r)=-2Z/[\bar\varepsilon(r)r]\) and find \(\bar\varepsilon(r)\). How many electrons gather around the charge?**

**Solution.** From parts (c) and (d), for \(r\le R\),

\[
\frac1{\bar\varepsilon(r)}=-\frac{rv}{2Z}
=\frac{r}{\varepsilon_0R}+\frac{\sinh q(R-r)}{\sinh qR}.
\]

Replacing \(\sinh qR\) by \(\varepsilon_0qR\) puts both terms over one denominator:

\[
\bar\varepsilon(r)=\frac{\varepsilon_0\,qR}{\sinh q(R-r)+qr}\quad(r\le R),
\qquad \bar\varepsilon(r)=\varepsilon_0\quad(r\ge R).
\]

At the origin this equals \(\varepsilon_0qR/\sinh qR=1\): the charge is bare at short distance. The denominator has derivative \(q[1-\cosh q(R-r)]\), which is negative for \(r<R\) and zero at \(R\). So \(\bar\varepsilon\) rises steadily from 1 and reaches \(\varepsilon_0\) with zero slope.

Because \(3n_0/(2E_F)=q^2/(8\pi)\), the density change is

\[
\delta n(r)=\frac{q^2}{8\pi}\frac ur
=\frac{q^2Z}{4\pi r}\,\frac{\sinh q(R-r)}{\sinh qR}.
\]

Its volume integral requires, by parts,

\[
\int_0^R r\sinh q(R-r)\,dr
=\left[-\frac rq\cosh q(R-r)\right]_0^R+\frac1q\int_0^R\cosh q(R-r)\,dr
=-\frac Rq+\frac{\sinh qR}{q^2}.
\]

The number of extra electrons is therefore

\[
\int_0^R4\pi r^2\,\delta n\,dr
=\frac{q^2Z}{\sinh qR}\left(\frac{\sinh qR}{q^2}-\frac Rq\right)
=Z\left(1-\frac1{\varepsilon_0}\right).
\]

The net charge within \(R\) is \(Z/\varepsilon_0\), as the outer field requires. In a finite sample with a fixed number of electrons, the gathered electrons are missing from the outer surface, which is taken to be infinitely far away.

## (f) Screening in wave-number space

**Find the dielectric function \(\varepsilon(k)\), defined by \(v(k)=v_{\rm ext}(k)/\varepsilon(k)\), where \(v_{\rm ext}\) belongs to the bare charge.**

**Solution.** The Fourier transform turns \(\nabla^2\) into \(-k^2\), so Poisson's equation gives

\[
v(k)=-\frac{8\pi}{k^2}[Z-\delta n(k)],\qquad
v_{\rm ext}(k)=-\frac{8\pi Z}{k^2},\qquad
\frac1{\varepsilon(k)}=1-\frac{\delta n(k)}Z .
\]

For a spherical density the angular integral of \(e^{-i\mathbf k\cdot\mathbf r}\) is \(4\pi\sin(kr)/(kr)\). Hence

\[
\frac{\delta n(k)}{Z}=\frac{q^2}{k\sinh qR}\,I,\qquad
I=\int_0^R\sinh q(R-r)\,\sin kr\,dr .
\]

Let \(C=\int_0^R\cosh q(R-r)\cos kr\,dr\). One integration by parts of each integral gives

\[
I=-\frac{\sin kR}{q}+\frac kq\,C,\qquad
C=\frac{\sinh qR}{q}-\frac kq\,I .
\]

Substituting \(C\) into the first equation and multiplying by \(q^2\),

\[
(q^2+k^2)I=k\sinh qR-q\sin kR .
\]

Consequently,

\[
\frac1{\varepsilon(k)}
=1-\frac{q^2}{k^2+q^2}\left[1-\frac{q\sin kR}{k\sinh qR}\right].
\]

The radius condition gives \(q/\sinh qR=1/(\varepsilon_0R)\). Combining the terms and inverting,

\[
\boxed{\varepsilon(k)=\frac{k^2+q^2}{k^2+q^2\,\dfrac{\sin kR}{\varepsilon_0kR}} } .
\]

This function depends only on \(|\mathbf k|\). A real crystal also responds at wave vectors that differ from the applied one by reciprocal lattice vectors. Such local-field effects, and any anisotropy, are absent from the uniform medium.

## (g) Limits

**Examine small \(k\), large \(k\), and the approach to a metal.**

**Solution.** For small \(k\), \(\sin(kR)/(kR)\approx1-k^2R^2/6\). To order \(k^2\),

\[
\frac1{\varepsilon(k)}\approx\frac1{\varepsilon_0}
+\frac{k^2}{q^2}\left[1-\frac1{\varepsilon_0}-\frac{(qR)^2}{6\varepsilon_0}\right].
\]

Inverting multiplies the correction by \(-\varepsilon_0^2\):

\[
\varepsilon(k)\approx\varepsilon_0-\varepsilon_0\left[\varepsilon_0-1-\frac{(qR)^2}{6}\right]\frac{k^2}{q^2}.
\]

The bracket is positive, because \(\varepsilon_0=\sinh(qR)/(qR)>1+(qR)^2/6\). The dielectric function therefore starts at \(\varepsilon_0\) and falls.

For \(k\to\infty\) the terms in \(k^2\) dominate and \(\varepsilon(k)\to1\). The local density relation, however, assumes a potential that varies little over a distance \(1/k_F\), so the model has no firm basis when \(k\) is comparable with \(k_F\) or larger.

If \(\varepsilon_0\to\infty\) at fixed \(q\), then \(R\to\infty\). At fixed \(k>0\), the term containing \(\sin kR\) has magnitude at most \(q^2/\varepsilon_0\) and disappears, leaving

\[
\varepsilon_{\rm metal}(k)=1+\frac{q^2}{k^2}.
\]

This diverges as \(k\to0\), which expresses complete screening. For finite \(\varepsilon_0\) the divergence is cut off, and \(\varepsilon(0)=\varepsilon_0\).

## (h) Silicon

**Evaluate the model for silicon, using \(\varepsilon_0=12\) as a rough measured value.**

**Solution.** The cubic cell has side \(a=10.263\) bohr and contains eight atoms with four valence electrons each. Thus

\[
n_0=\frac{32}{(10.263)^3}=0.0296\ \text{bohr}^{-3},\qquad
k_F=(3\pi^2n_0)^{1/3}=0.957\ \text{bohr}^{-1},
\]

\[
E_F=k_F^2=0.916\ \text{Ry},\qquad
q=\sqrt{4k_F/\pi}=\sqrt{1.2185}=1.104\ \text{bohr}^{-1}.
\]

Solving \(\sinh x=12x\) numerically for its positive root gives \(x=qR=4.733\), and

\[
R=\frac{4.733}{1.104}=4.29\ \text{bohr}=2.27\ \text{Å}.
\]

The nearest-neighbour distance is \(\sqrt3\,a/4=4.44\) bohr, so \(R\) is 0.96 of a bond length. The model contains no bonds, and nothing in the derivation requires the two lengths to be close.

The radius is insensitive to the rough input: \(\varepsilon_0=11\) gives 4.19 bohr and \(\varepsilon_0=13\) gives 4.38 bohr. The reason is the nearly exponential growth of \(\sinh qR\), which makes a small change of \(R\) sufficient.

The number of gathered electrons is \((1-1/12)Z=0.917Z\). At \(r=2\) bohr, \(q(R-r)=2.525\) and \(qr=2.208\), so

\[
\bar\varepsilon(2)=\frac{12\times4.733}{\sinh2.525+2.208}
=\frac{56.8}{8.41}=6.75 .
\]

Other distances follow in the same way:

| \(r\) (bohr) | \(\bar\varepsilon(r)\) |
|---|---|
| 0.5 | 1.71 |
| 1.0 | 2.85 |
| 2.0 | 6.75 |
| 3.0 | 10.79 |
| 4.0 | 11.99 |

In wave-number space:

| \(k\) (bohr⁻¹) | \(\varepsilon(k)\) | \(1+q^2/k^2\) |
|---|---|---|
| 0.2 | 9.715 | 31.46 |
| 0.5 | 5.07 | 5.87 |
| 1.0 | 2.267 | 2.218 |
| 1.5 | 1.540 | 1.542 |
| 2.5 | 1.197 | 1.195 |

The small-\(k\) law is \(\varepsilon\approx12-71.6k^2\), with \(k\) in bohr⁻¹. At \(k=0.2\) it gives 9.1 instead of 9.7, so higher powers already matter there.

At \(k=1.0\) and \(2.5\) the semiconductor value lies slightly above the metallic one. The two formulas differ by the term in \(\sin kR\). At these wave numbers \(kR=4.29\) and \(10.72\), where the sine is negative; the denominator is reduced and \(\varepsilon(k)\) is raised. This oscillation arises because the response ends at a definite radius. It does not need a perfectly sharp edge: a smooth cutoff 0.3 to 0.45 bohr wide, holding the same charge, still raises \(\varepsilon(1.0)\) above the metallic value by 0.04 to 0.05, while a cutoff 1 bohr wide lowers it below. The excess is smaller than the error of the local approximation at these wave numbers: for the uniform gas, the Lindhard function gives 2.10 instead of 2.22 at \(k=1.0\) and 1.04 instead of 1.195 at \(k=2.5\). It should not be read as a property of real silicon.

The local approximation is not well controlled here. The screening length \(1/q=0.91\) bohr is slightly shorter than \(1/k_F=1.04\) bohr, so the potential does not vary slowly on the scale of the electron wavelength. The numbers are results of the model, and their digits do not measure its accuracy for real silicon. They also move with the rough input: \(\varepsilon_0=11.7\) gives \(R=4.26\) bohr, \(\bar\varepsilon(2)=6.70\) and \(\varepsilon(k)=9.53\) at \(k=0.2\), while \(\varepsilon(k)\) at \(k=1.0\) changes by only 0.001.

## (i) A charge of finite strength

**Keep the full density of part (a), with \(Z>0\). How does \(R\) change?**

**Solution.** Since \(\nabla^2v=-u''/r=-8\pi\,\delta n\) for \(r>0\), the nonlinear equation is

\[
u''=8\pi n_0r\left[(1+y)^{3/2}-1\right],\qquad y=\frac{u}{rE_F}.
\]

The outer potential is kept, so \(u(R)=0\) and \(u'(R)=-2Z/(\varepsilon_0R)\). The radius must be such that \(u(0)=2Z\). Separating the linear part of the source gives \(u''=q^2u+s\), with

\[
s(r)=8\pi n_0r\left[(1+y)^{3/2}-1-\tfrac32y\right].
\]

The solution with the given values at \(R\), evaluated at the origin, is

\[
u(0)=2Z\,\frac{\sinh qR}{\varepsilon_0qR}+\frac1q\int_0^R\sinh(qr)\,s(r)\,dr .
\]

For \(y>0\) the source \(s\) is positive, because \((1+y)^{3/2}\) lies above its tangent at \(y=0\). The first term must then be less than \(2Z\), so \(\sinh(qR)/(qR)<\varepsilon_0\), and \(R\) is smaller than in the linear theory. For small \(Z\), \(s\approx3\pi n_0ry^2\) is proportional to \(Z^2\). Relative to \(2Z\) the correction is proportional to \(Z\), and so is the leading shift of \(R\).

For silicon, integrating the nonlinear equation numerically inward from \(R\), and adjusting \(R\) until \(u(0)=2Z\), gives:

| \(Z\) | \(R\) (bohr) | change from linear \(R\) |
|---|---|---|
| 0.01 | 4.284 | −0.09 % |
| 0.1 | 4.255 | −0.8 % |
| 1 | 4.067 | −5.1 % |

The modest shift at \(Z=1\) does not mean that the linear potential is equally accurate everywhere. By part (e), the linear solution has

\[
\frac{v(R)-v(r)}{E_F}=\frac{2Z}{E_Fr}\left[\frac1{\bar\varepsilon(r)}-\frac{r}{\varepsilon_0R}\right].
\]

For \(Z=1\) this is about 2.5 at \(r=0.5\) bohr, 0.72 at 1 bohr and 0.12 at 2 bohr. The condition for linearization, that this ratio be small, is therefore not met within about 1 bohr of the charge. The error made there carries outward. Compared with the nonlinear solution for \(Z=1\), the linear \(|v|\) is too large by about 14 % at 0.5 bohr, 17 % at 1 bohr and still 13 % at 2 bohr.
